# Square-Wire Resistivity from Chambers Trajectories with Diffuse Walls: test program

```python
"""
Resistivity of a long square wire with fully diffuse walls.
Result under test, with k = mean free path / width and S = sigma/sigma_bulk:
    S = 1 - 3*k/4 + 4*k**2/(5*pi) + r,   |r| <= k*exp(-1/k) for k <= 1,
so that rho/rho_bulk = 1 + 3*k/4 + higher powers of k.
Model: spherical Fermi surface, isotropic bulk scattering, weak axial field.
The wire axis is z. Sampling lengths are in units of the wire width.
nx, ny, nz are components of the unit direction of motion.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq

rng = np.random.default_rng(73021)


def wall_distances(x, y, nx, ny):
    """Path lengths to the x walls and to the y walls of the unit square."""
    tx = np.where(nx > 0, 1 - x, x) / np.abs(nx)
    ty = np.where(ny > 0, 1 - y, y) / np.abs(ny)
    return tx, ty


def weighted_trajectories(count):
    """Uniform positions; directions with density proportional to nz**2."""
    x, y = rng.random((2, count))
    nz = rng.random(count) ** (1 / 3)
    phi = 2 * np.pi * rng.random(count)
    transverse = np.sqrt(1 - nz**2)
    return x, y, transverse * np.cos(phi), transverse * np.sin(phi)


nodes, weights = np.polynomial.legendre.leggauss(80)
theta = (nodes + 1) * np.pi / 4
theta_weight = weights * np.pi / 4
azimuth = (nodes + 1) * np.pi / 8
azimuth_weight = weights * np.pi / 8


def conductivity_quadrature(k):
    """Angular quadrature after the position average at fixed direction."""
    a = k * np.sin(theta)[:, None] * np.cos(azimuth)[None, :]
    b = k * np.sin(theta)[:, None] * np.sin(azimuth)[None, :]
    value = 1 - a - b + 2*a*b + np.exp(-1/a) * (a - b - 2*a*b)
    angular = 3 * np.sin(theta) * np.cos(theta)**2 * theta_weight
    return float(angular @ value @ azimuth_weight * 4 / np.pi)


def conductivity_polynomial(k):
    return 1 - 0.75*k + 4*k**2/(5*np.pi)


# Symbolic check of the position average at fixed direction.
t, a, b = sp.symbols("t a b", positive=True)
integral = sp.integrate(sp.expand((1-a*t)*(1-b*t))*sp.exp(-t), (t, 0, 1/a))
closed = 1-a-b+2*a*b + sp.exp(-1/a)*(a-b-2*a*b)
assert sp.simplify(sp.expand(integral - closed)) == 0

# Rough inputs for a plated copper line at room temperature.
rho_bulk = 1.7e-8       # ohm m
density = 8.5e28        # electrons per cubic metre
k_fermi = (3*np.pi**2*density)**(1/3)
mean_free_path = const.hbar*k_fermi/(density*const.e**2*rho_bulk)
widths_nm = np.array([400., 200., 100., 50., 20.])
wire_k = mean_free_path*1e9/widths_nm
all_k = np.concatenate(([0.04, 0.02], wire_k))

# Main Monte Carlo: trace back to the wall and forward to complete the chord.
batches, batch_size = 40, 100_000
total = batches*batch_size
sums = np.zeros((2, len(all_k)))
squares = np.zeros_like(sums)
intercepts = []
parts_sum, parts_square = np.zeros(3), np.zeros(3)
for _ in range(batches):
    x, y, nx, ny = weighted_trajectories(batch_size)
    back_x, back_y = wall_distances(x, y, -nx, -ny)
    ahead_x, ahead_y = wall_distances(x, y, nx, ny)
    back = np.minimum(back_x, back_y)
    chord = back + np.minimum(ahead_x, ahead_y)
    thick_slopes = []
    for j, k in enumerate(all_k):
        direct_loss = np.exp(-back/k)
        chord_loss = -k/chord*np.expm1(-chord/k)
        for row, loss in enumerate((direct_loss, chord_loss)):
            sums[row, j] += loss.sum()
            squares[row, j] += np.dot(loss, loss)
        if j < 2:
            thick_slopes.append((1/(1-chord_loss.mean())-1)/k)
    intercepts.append(2*thick_slopes[1]-thick_slopes[0])
    k = wire_k[0]
    for j, distance in enumerate((back_x, back_y, np.maximum(back_x, back_y))):
        part = np.exp(-distance/k)
        parts_sum[j] += part.sum()
        parts_square[j] += np.dot(part, part)

loss_mean = sums/total
variance = squares/total-loss_mean**2
loss_error = np.sqrt(variance/total)
reference = np.array([conductivity_quadrature(k) for k in all_k])
# Five standard errors allow for random sampling in many comparisons.
assert np.all(np.abs(1-loss_mean-reference) < 5*loss_error)
assert np.all(variance[1] < variance[0])

intercept = np.mean(intercepts)
intercept_error = np.std(intercepts, ddof=1)/np.sqrt(batches)
assert intercept_error < 0.003
assert abs(intercept-0.75) < 5*intercept_error

parts = parts_sum/total
parts_error = np.sqrt((parts_square/total-parts**2)/total)
k = wire_k[0]
parts_expected = np.array([3*k/8, 3*k/8, 4*k**2/(5*np.pi)])
# The thick-wire forms omit terms no larger than k*exp(-1/k).
assert np.all(np.abs(parts-parts_expected) < 5*parts_error+k*np.exp(-1/k))

for k in (0.02, 0.05, 0.1, 0.2, 0.4, 0.7, 1.0):
    remainder = abs(conductivity_quadrature(k)-conductivity_polynomial(k))
    assert remainder <= k*np.exp(-1/k)+1e-12  # floating-point allowance


def forward_diffusion(k, walkers=40_000, burn=30, flights=150):
    """Conductivity ratio from axial diffusion, without the Chambers formula."""
    x, y = rng.random((2, walkers))
    nz = 2*rng.random(walkers)-1
    phi = 2*np.pi*rng.random(walkers)
    side = np.sqrt(1-nz**2)
    nx, ny = side*np.cos(phi), side*np.sin(phi)
    z, path = np.zeros(walkers), np.zeros(walkers)
    for step in range(burn+flights):
        tx, ty = wall_distances(x, y, nx, ny)
        free = rng.exponential(k, walkers)
        wall = np.minimum(tx, ty)
        distance = np.minimum(free, wall)
        x = np.clip(x+nx*distance, 0, 1)
        y = np.clip(y+ny*distance, 0, 1)
        if step >= burn:
            z += nz*distance
            path += distance
        hit = wall <= free
        hit_x, hit_y = hit & (tx <= ty), hit & (ty < tx)
        phi = 2*np.pi*rng.random(walkers)
        new_z = 2*rng.random(walkers)-1
        side = np.sqrt(1-new_z**2)
        new_x, new_y = side*np.cos(phi), side*np.sin(phi)
        # Cosine-law emission: squared normal component is uniform.
        normal_squared = rng.random(walkers)
        normal = np.sqrt(normal_squared)
        tangent = np.sqrt(1-normal_squared)
        new_x = np.where(hit_x, -np.sign(nx)*normal, new_x)
        new_y = np.where(hit_x, tangent*np.cos(phi), new_y)
        new_y = np.where(hit_y, -np.sign(ny)*normal, new_y)
        new_x = np.where(hit_y, tangent*np.cos(phi), new_x)
        nz = np.where(hit, tangent*np.sin(phi), new_z)
        nx, ny = new_x, new_y
    ratio = 3*np.mean(z**2)/(2*k*np.mean(path))
    residual = 3*z**2/(2*k*np.mean(path))-ratio*path/np.mean(path)
    return ratio, np.std(residual, ddof=1)/np.sqrt(walkers)


diffusion_ratio, diffusion_error = forward_diffusion(1.0)
diffusion_reference = conductivity_quadrature(1.0)
assert diffusion_error < 0.01
assert abs(diffusion_ratio-diffusion_reference) < 5*diffusion_error

# Partly specular walls: each reflection keeps axial memory with probability p.
specularity = 0.2
x, y, nx, ny = weighted_trajectories(500_000)
back_x, back_y = wall_distances(x, y, -nx, -ny)
hits = np.sort(np.array(
    [back_x+m/np.abs(nx) for m in range(6)]
    + [back_y+m/np.abs(ny) for m in range(6)]), axis=0)


def specular_loss(k):
    loss = np.zeros(hits.shape[1])
    for order, distance in enumerate(hits):
        loss += (1-specularity)*specularity**order*np.exp(-distance/k)
    return loss.mean(), loss.std(ddof=1)/np.sqrt(len(loss))


mixed_loss, mixed_error = specular_loss(0.1)
mixed_expected = ((1-specularity)*0.075
                  - (1-specularity)**2*4*0.1**2/(5*np.pi))
# The thick-wire form omits later reflections of order exp(-10).
assert abs(mixed_loss-mixed_expected) < 5*mixed_error+0.1*np.exp(-10)

# Width where the linear law misses one tenth of the resistivity increase.
limit_k = brentq(lambda q: 0.9*(1/conductivity_quadrature(q)-1)-0.75*q,
                 0.02, 1.0)

# Separate size estimates for effects left out of the 100 nm example.
width = 100e-9
k100 = mean_free_path/width
ratio100 = 1/conductivity_quadrature(k100)
reflection, grain_size = 0.25, width
grain_strength = mean_free_path/grain_size*reflection/(1-reflection)
grain_sigma = 3*quad(lambda u: u**3/(u+grain_strength), 0, 1)[0]
specular_ratio = 1/(1-specular_loss(k100)[0])
liner = 3e-9
liner_factor = width**2/((width-2*liner)*(width-liner))
temperature_rise, temperature_coefficient = 80.0, 0.004
bulk_factor = 1+temperature_rise*temperature_coefficient
hot_rho = rho_bulk*bulk_factor/conductivity_quadrature(k100/bulk_factor)
fast_ratio = 1/conductivity_quadrature(1.1*k100)
current_density = 1e10  # A/m2
field = rho_bulk*ratio100*current_density
field_energy = field*mean_free_path  # eV for one electron charge
thermal_energy = const.k*300/const.e

print(f"Bulk resistivity (rough input): {rho_bulk*1e8:.2f} uOhm cm")
print(f"Electron density (rough input): {density:.2e} m^-3")
print(f"Fermi wave number: {k_fermi*1e-9:.3f} nm^-1")
print(f"Bulk mean free path: {mean_free_path*1e9:.2f} nm")
print(f"Trajectories sampled: {total:d}")
print("Resistivity ratios: chord MC, its standard error, quadrature")
for j, w in enumerate(widths_nm):
    i = j+2
    sampled_sigma = 1-loss_mean[1, i]
    print(f" w={w:.0f} nm: k={all_k[i]:.4f}; {1/sampled_sigma:.5f}, "
          f"{loss_error[1,i]/sampled_sigma**2:.5f}, {1/reference[i]:.5f}")
print("Resistivity ratios: inverse polynomial, linear law")
for w, k in zip(widths_nm, wire_k):
    print(f" w={w:.0f} nm: {1/conductivity_polynomial(k):.5f}, {1+0.75*k:.5f}")
print("Wire resistivity from quadrature")
for w, sigma in zip(widths_nm, reference[2:]):
    print(f" w={w:.0f} nm: {rho_bulk*1e8/sigma:.3f} uOhm cm")
for j in range(2):
    slope = (1/(1-loss_mean[1, j])-1)/all_k[j]
    print(f"MC slope at k={all_k[j]:.2f}: {slope:.5f}")
print(f"MC slope extrapolated to k=0: {intercept:.5f} +- {intercept_error:.5f}")
print(f"Variance ratio direct/chord, k=0.02: {variance[0,1]/variance[1,1]:.2f}")
print(f"Variance ratio direct/chord, 100 nm: {variance[0,4]/variance[1,4]:.2f}")
print(f"400 nm x-wall loss, MC and formula: {parts[0]:.6f}, {parts_expected[0]:.6f}")
print(f"400 nm y-wall loss, MC and formula: {parts[1]:.6f}, {parts_expected[1]:.6f}")
print(f"400 nm corner term, MC and formula: {parts[2]:.6f}, {parts_expected[2]:.6f}")
print(f"Forward diffusion S at k=1: {diffusion_ratio:.4f} +- {diffusion_error:.4f}")
print(f"Quadrature S at k=1: {diffusion_reference:.4f}")
print(f"Linear law misses 10% of increase at k: {limit_k:.4f}")
print(f"Corresponding width: {mean_free_path*1e9/limit_k:.1f} nm")
print("Size estimates for the 100 nm line")
print(f" Grain size, reflection: {grain_size*1e9:.0f} nm, {reflection:.2f}")
print(f" Grain-only resistivity ratio: {1/grain_sigma:.3f}")
print(f" Wall specularity: {specularity:.2f}; resistivity ratio: {specular_ratio:.3f}")
print(f" Liner: {liner*1e9:.0f} nm; area resistance factor: {liner_factor:.3f}")
print(f" Temperature rise: {temperature_rise:.0f} K; "
      f"coefficient: {temperature_coefficient:.3f} K^-1")
print(f" Hot wire resistivity: {hot_rho*1e8:.3f} uOhm cm")
print(f" Ratio with 10% faster transverse motion: {fast_ratio:.3f}")
print(f" Relative transverse mode deficit: {4/(k_fermi*width):.5f}")
print(f" Current density: {current_density*1e-10:.1f} MA/cm2")
print(f" Field energy per free path: {field_energy*1e6:.2f} ueV")
print(f" Thermal energy at 300 K: {thermal_energy*1e3:.2f} meV")
print("all assertions hold")
```

Output:

```
Bulk resistivity (rough input): 1.70 uOhm cm
Electron density (rough input): 8.50e+28 m^-3
Fermi wave number: 13.602 nm^-1
Bulk mean free path: 38.67 nm
Trajectories sampled: 4000000
Resistivity ratios: chord MC, its standard error, quadrature
 w=400 nm: k=0.0967; 1.07539, 0.00003, 1.07542
 w=200 nm: k=0.1934; 1.15662, 0.00006, 1.15667
 w=100 nm: k=0.3867; 1.33304, 0.00011, 1.33313
 w=50 nm: k=0.7734; 1.70904, 0.00023, 1.70918
 w=20 nm: k=1.9336; 2.84840, 0.00062, 2.84851
Resistivity ratios: inverse polynomial, linear law
 w=400 nm: 1.07542, 1.07251
 w=200 nm: 1.15674, 1.14502
 w=100 nm: 1.33682, 1.29004
 w=50 nm: 1.74749, 1.58009
 w=20 nm: 1.99249, 2.45021
Wire resistivity from quadrature
 w=400 nm: 1.828 uOhm cm
 w=200 nm: 1.966 uOhm cm
 w=100 nm: 2.266 uOhm cm
 w=50 nm: 2.906 uOhm cm
 w=20 nm: 4.842 uOhm cm
MC slope at k=0.04: 0.76202
MC slope at k=0.02: 0.75586
MC slope extrapolated to k=0: 0.74969 +- 0.00035
Variance ratio direct/chord, k=0.02: 24.61
Variance ratio direct/chord, 100 nm: 4.38
400 nm x-wall loss, MC and formula: 0.036225, 0.036255
400 nm y-wall loss, MC and formula: 0.036203, 0.036255
400 nm corner term, MC and formula: 0.002392, 0.002380
Forward diffusion S at k=1: 0.5209 +- 0.0037
Quadrature S at k=1: 0.5174
Linear law misses 10% of increase at k: 0.2727
Corresponding width: 141.8 nm
Size estimates for the 100 nm line
 Grain size, reflection: 100 nm, 0.25
 Grain-only resistivity ratio: 1.187
 Wall specularity: 0.20; resistivity ratio: 1.259
 Liner: 3 nm; area resistance factor: 1.097
 Temperature rise: 80 K; coefficient: 0.004 K^-1
 Hot wire resistivity: 2.795 uOhm cm
 Ratio with 10% faster transverse motion: 1.370
 Relative transverse mode deficit: 0.00294
 Current density: 1.0 MA/cm2
 Field energy per free path: 8.76 ueV
 Thermal energy at 300 K: 25.85 meV
all assertions hold
```
